# Parity and the linear heavy-to-light-hole momentum matrix element in germanium: test program

```python
"""Heavy-to-light-hole momentum matrix element in germanium.

Result under test: the element vanishes at k=0 because all four valence-top
states have equal parity. For small k it is linear in k. Summed over spins
and three polarizations, in units of hbar^2,
 S = [(24 g3^2+16 g2^2)k^2 - |grad|d||^2]/2,
 |d|^2 = 4 g2^2 k^4 + 12(g3^2-g2^2)(kx^2ky^2+ky^2kz^2+kz^2kx^2).
g1,g2,g3: Luttinger parameters; k: wave vector in 1/nm; energies in eV.
For g2=g3 the absorption is fine_structure*k*(f_heavy-f_light)/index.
Momentum divided by hbar is given in 1/nm.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import trapezoid

C = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18       # hbar^2/2m0, eV nm^2
RY = sc.value("Rydberg constant times hc in eV")
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
I2 = np.eye(2)


def closed_strength(k, g2, g3):
    k = np.asarray(k, float)
    k2 = np.sum(k**2, axis=-1)
    quart = (k2**2 - np.sum(k**4, axis=-1)) / 2
    d2 = 4*g2**2*k2**2 + 12*(g3**2-g2**2)*quart
    grad = (16*g2**2*k2[..., None]*k
            + 24*(g3**2-g2**2)*k*(k2[..., None]-k**2))
    return 0.5*((24*g3**2+16*g2**2)*k2 - np.sum(grad**2, axis=-1)/(4*d2))


# ---- Plane-wave pseudopotential model, origin at the bond centre ----
lattice = 0.566
unit = 2*np.pi/lattice
G = np.array([g for g in itertools.product(range(-4, 5), repeat=3)
              if len({x % 2 for x in g}) == 1 and np.dot(g, g) <= 20])
diff = G[:, None, :] - G[None, :, :]
q2 = np.sum(diff**2, axis=-1)
phase = np.pi/4*np.sum(diff, axis=-1)
structure = np.cos(phase)
sym_form = {3: -0.23, 8: 0.01, 11: 0.06}
pol_form = {3: 0.07, 4: 0.05, 11: 0.01}
V_even = sum(v*RY*(q2 == s) for s, v in sym_form.items())*structure
V_odd = 1j*sum(v*RY*(q2 == s) for s, v in pol_form.items())*np.sin(phase)
so_radius = 0.03                                # Gaussian radius, nm


def crystal(k, lam, polar=False, radius=so_radius):
    """Return Hamiltonian and its three k derivatives.

    The spin-orbit term is sigma.(grad W x p), with W a Gaussian of the
    given radius on each atom; radius zero leaves only atomic p waves.
    """
    K = np.asarray(k) + unit*G
    W = lam*structure*np.exp(-q2*(unit*radius)**2/2)
    H = np.kron(np.diag(C*np.sum(K**2, axis=1)) + V_even
                + (V_odd if polar else 0), I2).astype(complex)
    cross = np.cross(K[:, None, :], K[None, :, :])
    for a in range(3):
        H += np.kron(-1j*W*cross[..., a], PAULI[a])
    dH = []
    for i in range(3):
        e = np.eye(3)[i]
        D = np.kron(np.diag(2*C*K[:, i]), I2).astype(complex)
        dc = np.cross(e, K)[None, :, :] + np.cross(K, e)[:, None, :]
        for a in range(3):
            D += np.kron(-1j*W*dc[..., a], PAULI[a])
        dH.append(D)
    return H, np.array(dH)


so_target = 0.29


def fit_spin_orbit(radius):
    """Strength that gives germanium the target split-off energy."""
    lam = 1e-5
    for _ in range(8):
        H = crystal([0, 0, 0], lam, False, radius)[0]
        v = np.linalg.eigvalsh(H)[2:8]
        lam *= so_target/((v[2]-v[1]) - (v[4]-v[3]))
    return lam


spin_orbit = fit_spin_orbit(so_radius)
H0, dH0 = crystal([0, 0, 0], spin_orbit)
E, U = np.linalg.eigh(H0)
assert abs(E[4]-E[3]-so_target) < 1e-5
assert E[7]-E[4] < 1e-8 and E[8]-E[7] > 0.1
index = {tuple(g): i for i, g in enumerate(G)}
swap = np.zeros((len(G), len(G)))
for i, g in enumerate(G):
    swap[index[tuple(-g)], i] = 1
parity = np.kron(swap, I2)
top = U[:, 4:8]
assert np.allclose(top.conj().T @ parity @ top, np.eye(4), atol=1e-8)
cond = U[:, 8:10]
assert np.allclose(cond.conj().T @ parity @ cond, -np.eye(2), atol=1e-8)
p_zone = np.array([top.conj().T @ D @ top/(2*C) for D in dH0])
zero_ge = np.max(abs(p_zone))
assert zero_ge < 1e-9


# Without inversion the element needs spin-orbit coupling beyond p waves.
def polar_element(lam, radius, first):
    H, dH = crystal([0, 0, 0], lam, True, radius)
    w, X = np.linalg.eigh(H)
    assert w[7]-w[first] < 1e-8          # the complete degenerate level
    X = X[:, first:8]
    return max(np.max(abs(X.conj().T @ D @ X))/(2*C) for D in dH)


polar_no = polar_element(0.0, so_radius, 2)
polar_point = polar_element(fit_spin_orbit(0.0), 0.0, 4)
polar_so = polar_element(spin_orbit, so_radius, 4)
assert polar_no < 1e-9
assert polar_point < 1e-9
assert polar_so > 1e-6

# Luttinger parameters from sums over states at the zone centre.
others = np.r_[0:4, 8:len(E)]


def mass_tensor(states, free=True):
    W = np.array([top.conj().T @ D @ U[:, states] for D in dH0])
    den = np.mean(E[4:8]) - E[states]
    T = np.einsum('ain,bjn,n->abij', W, W.conj(), 1/den)
    if free:
        T = T + C*np.einsum('ab,ij->abij', np.eye(3), np.eye(4))
    return T


T = mass_tensor(others)
w100 = np.linalg.eigvalsh(-T[2, 2]/C)
w111 = np.linalg.eigvalsh(-T.sum(axis=(0, 1))/(3*C))
g1p = w100.mean()
g2p = (w100[2:].mean()-w100[:2].mean())/4
g3p = (w111[2:].mean()-w111[:2].mean())/4
assert abs(w111.mean()-g1p) < 1e-6*g1p


def bloch_elements(k):
    H, dH = crystal(k, spin_orbit)
    X = np.linalg.eigh(H)[1]
    light, heavy = X[:, 4:6], X[:, 6:8]
    M = np.array([light.conj().T @ D @ heavy/(2*C) for D in dH])
    odd = (1-np.trace(light.conj().T @ parity @ light).real/2)/2
    return M, odd


for direction in ([0, 0, 1], [1, 1, 1], [1, 2, 4]):
    u = np.array(direction)/np.linalg.norm(direction)
    M1, odd1 = bloch_elements(0.01*u)
    M2, odd2 = bloch_elements(0.02*u)
    s1, s2 = np.sum(abs(M1)**2), np.sum(abs(M2)**2)
    # Residual differences are of relative order k^2.
    assert abs(s1/closed_strength(0.01*u, g2p, g3p)-1) < 0.01
    power = np.log2(s2/s1)/2
    assert abs(power-1) < 0.01
    longitudinal = np.linalg.norm(np.tensordot(u, M1, axes=(0, 0)))
    assert longitudinal/np.sqrt(s1) < 0.01
    odd_ratio = odd2/odd1
    assert abs(odd_ratio-4) < 0.12


def axis_element(k):
    M = bloch_elements([0, 0, k])[0]
    return np.sqrt(np.sum(abs(M[0])**2)/2)


slope_p = np.sqrt(3)*g3p
assert abs(axis_element(0.01)/(0.01*slope_p)-1) < 0.01
gap_p = E[8]-E[7]
pz = cond.conj().T @ dH0[2] @ top/(2*C)
P2 = 0.75*np.sum(abs(pz)**2)
Ep = 4*C*P2
Tc = mass_tensor(np.array([8, 9]), False)
X = np.linalg.eigh(T[2, 2])[1]
Mc = X[:, :2].conj().T @ (Tc[0, 2]+Tc[2, 0]) @ X[:, 2:]/(2*C)
g3_cond = np.sqrt(np.sum(abs(Mc)**2)/2)/np.sqrt(3)
assert abs(g3_cond/(Ep/(6*gap_p))-1) < 1e-5

# ---- Six-band orbital Hamiltonian for the worked example ----
g1, g2, g3 = 13.4, 4.25, 5.7
gs = (2*g2+3*g3)/5
eps = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[a, b, c], eps[a, c, b] = 1, -1
LS = sum(np.kron(-1j*eps[a], PAULI[a]) for a in range(3))


def orbital(k, a, b, c):
    k = np.asarray(k, float)
    k2 = np.sum(k**2, axis=-1)
    Q = 6*c*k[..., :, None]*k[..., None, :]
    for i in range(3):
        Q[..., i, i] = (a-2*b)*k2 + 6*b*k[..., i]**2
    H = -C*np.einsum('...ij,st->...isjt', Q, I2)
    return H.reshape(k.shape[:-1]+(6, 6))


def six_band(k, a, b, c, split, axes=(0, 1, 2)):
    w, X = np.linalg.eigh(orbital(k, a, b, c)+split/3*LS)
    light, heavy = X[..., :, 2:4], X[..., :, 4:6]
    M = []
    for i in axes:
        e = np.eye(3)[i]
        # This central difference is exact for a quadratic polynomial.
        D = (orbital(k+e, a, b, c)-orbital(k-e, a, b, c))/2
        M.append(np.swapaxes(light.conj(), -1, -2) @ D @ heavy/(2*C))
    return w, np.array(M)


test_k = np.array([[0.04, 0.09, 0.13], [0.11, -0.02, 0.07]])
M = six_band(test_k, g1, g2, g3, 1000.0)[1]
assert np.allclose(np.sum(abs(M)**2, axis=(0, 2, 3)),
                   closed_strength(test_k, g2, g3), rtol=1e-4)

photon, temperature, density, refr = 0.020, 77.0, 1e15, 4.0
kT = sc.k*temperature/sc.e
density_nm = density*1e-21
x, wx = np.polynomial.legendre.leggauss(12)
ct, phi = (x+1)/2, (x+1)*np.pi/4
cc, pp = np.meshgrid(ct, phi, indexing='ij')
st = np.sqrt(1-cc**2)
dirs = np.stack((st*np.cos(pp), st*np.sin(pp), cc), axis=-1).reshape(-1, 3)
solid = (8*np.outer(wx/2, wx*np.pi/4)).ravel()


def d_length(u, b, c):
    quart = (1-np.sum(u**4, axis=-1))/2
    return np.sqrt(4*b*b+12*(c*c-b*b)*quart)


def state_density(a, b, c):
    d = d_length(dirs, b, c)
    total = (C*(a-d))**-1.5 + (C*(a+d))**-1.5
    return 2*np.sum(solid*total)*np.sqrt(np.pi)/4*kT**1.5/(8*np.pi**3)


def golden_alpha(integral):
    """Spectral integral in nm^-5/eV to absorption in 1/cm."""
    omega = photon*sc.e/sc.hbar
    power = (photon*sc.e*2*np.pi/sc.hbar*(sc.e/(2*sc.m_e*omega))**2
             * sc.hbar**2*integral*1e45/sc.e)
    intensity = refr*sc.c*sc.epsilon_0/2
    return power/intensity/100


def shell_alpha(a, b, c):
    d = d_length(dirs, b, c)
    k = np.sqrt(photon/(2*C*d))
    S = closed_strength(k[:, None]*dirs, b, c)
    f0 = density_nm/state_density(a, b, c)
    df = f0*(np.exp(-C*(a-d)*k*k/kT)-np.exp(-C*(a+d)*k*k/kT))
    return golden_alpha(np.sum(solid*k**3*S*df)/(3*2*photon*8*np.pi**3))


def brute_alpha(a, b, c):
    """Diagonalize on a k grid; requires c >= b."""
    width, split = 0.0003, 1000.0
    lo = np.sqrt((photon-6*width)/(4*C*c))
    hi = np.sqrt((photon+6*width)/(4*C*b))
    r = np.linspace(lo, hi, 180)
    kv = r[None, :, None]*dirs[:, None, :]
    w, M = six_band(kv, a, b, c, split, (2,))
    holes = split/3-w
    eh, el = holes[..., 4:6].mean(-1), holes[..., 2:4].mean(-1)
    f0 = density_nm/state_density(a, b, c)
    df = f0*(np.exp(-eh/kT)-np.exp(-el/kT))
    delta = np.exp(-((el-eh-photon)/width)**2/2)/(width*np.sqrt(2*np.pi))
    f = r**2*np.sum(abs(M[0])**2, axis=(-1, -2))*df*delta
    return golden_alpha(np.sum(solid*trapezoid(f, r, axis=1))/(8*np.pi**3))


mh, ml = 1/(g1-2*gs), 1/(g1+2*gs)
Nv = state_density(g1, gs, gs)
Nv_mass = 2*(sc.m_e*sc.k*temperature/(2*np.pi*sc.hbar**2))**1.5
Nv_mass *= (mh**1.5+ml**1.5)*1e-27
assert abs(Nv/Nv_mass-1) < 1e-7
ks = np.sqrt(photon/(4*C*gs))
eh, el = C*ks**2/mh, C*ks**2/ml
fh, fl = density_nm/Nv*np.exp(-eh/kT), density_nm/Nv*np.exp(-el/kT)
alpha_s = sc.fine_structure*ks*(fh-fl)/refr*1e7
alpha_w = shell_alpha(g1, g2, g3)
brute_s, brute_w = brute_alpha(g1, gs, gs), brute_alpha(g1, g2, g3)
# The finite Gaussian width limits agreement to below one percent.
assert abs(brute_s/alpha_s-1) < 0.01
assert abs(brute_w/alpha_w-1) < 0.01

k100, k111 = np.sqrt(photon/(4*C*g2)), np.sqrt(photon/(4*C*g3))
P100 = np.sqrt(3)*g3*k100
P111 = np.sqrt(2*g2**2+g3**2)*k111
w6, M6 = six_band(np.array([0, 0, k100]), g1, g2, g3, so_target)
P6 = np.sqrt(np.sum(abs(M6[0])**2)/2)
split6 = w6[4:6].mean()-w6[2:4].mean()
mobility, acceptor = 4e4, 0.010
tau = mobility*1e-4*mh*sc.m_e/sc.e
omega = photon*sc.e/sc.hbar
drude = (density*1e6*sc.e**2/(sc.epsilon_0*refr*sc.c*mh*sc.m_e
                              * omega**2*tau))/100
q_photon = refr*omega/sc.c*1e-9
B = Nv*1e21/4*np.exp(-acceptor/kT)
ionized = 2/(1+np.sqrt(1+4*density/B))


def show(label, value, unit_name=""):
    print(f"{label}: {value:.5g} {unit_name}".rstrip())


print("PSEUDOPOTENTIAL CHECK")
show("lattice constant", lattice, "nm")
print("form factors at G^2=3,8,11:", *sym_form.values(), "Ry")
show("plane waves per spin", len(G))
show("spin-orbit Gaussian radius", so_radius, "nm")
show("split-off energy", so_target, "eV")
show("direct gap E0", gap_p, "eV")
print(f"gamma1,2,3: {g1p:.4f} {g2p:.4f} {g3p:.4f}")
show("Ge largest p/hbar at k=0", zero_ge, "1/nm")
show("polar, no spin-orbit, p/hbar", polar_no, "1/nm")
show("polar, point spin-orbit, p/hbar", polar_point, "1/nm")
show("polar, finite-range spin-orbit, p/hbar", polar_so, "1/nm")
show("growth exponent along [124]", power)
show("odd-weight ratio on doubling k", odd_ratio)
show("conduction coupling P/hbar", np.sqrt(P2), "1/nm")
show("Ep", Ep, "eV")
show("conduction part of gamma3", g3_cond)
show("[100] slope P/(hbar k)", slope_p)
for k in (0.05, 0.10, k100):
    pk = axis_element(k)
    print(f"k={k:.4f} 1/nm: P/hbar={pk:.5f} 1/nm, "
          f"P/linear={pk/(slope_p*k):.4f}")
print("WORKED EXAMPLE")
print("rough gamma1,2,3:", g1, g2, g3)
show("photon energy", photon*1000, "meV")
show("photon wavelength", sc.h*sc.c/(photon*sc.e)*1e6, "um")
show("temperature", temperature, "K")
show("thermal energy", kT*1000, "meV")
show("hole density", density, "cm^-3")
show("refractive index", refr)
show("[100] resonant k", k100, "1/nm")
show("[100] P/hbar", P100, "1/nm")
show("[111] resonant k", k111, "1/nm")
show("[111] P/hbar", P111, "1/nm")
show("spherical gamma", gs)
print(f"heavy, light mass: {mh:.4f} {ml:.4f} m0")
show("spherical resonant k", ks, "1/nm")
print(f"heavy, light energy: {eh*1000:.3f} {el*1000:.3f} meV")
print(f"heavy, light occupation: {fh:.4e} {fl:.4e}")
show("spherical absorption", alpha_s, "cm^-1")
show("brute spherical absorption", brute_s, "cm^-1")
show("warped absorption", alpha_w, "cm^-1")
show("brute warped absorption", brute_w, "cm^-1")
print("NEGLECTED EFFECTS")
show("warping change in absorption", 100*(alpha_w/alpha_s-1), "%")
show("split-off change in P at [100] k", 100*(P6/P100-1), "%")
show("split-off change in splitting", 100*(split6/photon-1), "%")
show("rough mobility", mobility, "cm^2/Vs")
show("lifetime broadening", sc.hbar/tau/sc.e*1000, "meV")
show("photon wave vector / hole k", q_photon/ks)
show("band-edge occupation", density_nm/Nv)
show("rough acceptor energy", acceptor*1000, "meV")
show("ionized fraction if Na=1e15 cm^-3", ionized)
show("Drude absorption", drude, "cm^-1")
print("success")
```

It prints:

```
PSEUDOPOTENTIAL CHECK
lattice constant: 0.566 nm
form factors at G^2=3,8,11: -0.23 0.01 0.06 Ry
plane waves per spin: 113
spin-orbit Gaussian radius: 0.03 nm
split-off energy: 0.29 eV
direct gap E0: 1.1292 eV
gamma1,2,3: 8.3945 2.5817 3.5669
Ge largest p/hbar at k=0: 2.8266e-13 1/nm
polar, no spin-orbit, p/hbar: 1.2822e-13 1/nm
polar, point spin-orbit, p/hbar: 1.3077e-13 1/nm
polar, finite-range spin-orbit, p/hbar: 0.0031017 1/nm
growth exponent along [124]: 0.99936
odd-weight ratio on doubling k: 3.9965
conduction coupling P/hbar: 11.562 1/nm
Ep: 20.373 eV
conduction part of gamma3: 3.0069
[100] slope P/(hbar k): 6.1781
k=0.0500 1/nm: P/hbar=0.30790 1/nm, P/linear=0.9967
k=0.1000 1/nm: P/hbar=0.60979 1/nm, P/linear=0.9870
k=0.1757 1/nm: P/hbar=1.04279 1/nm, P/linear=0.9605
WORKED EXAMPLE
rough gamma1,2,3: 13.4 4.25 5.7
photon energy: 20 meV
photon wavelength: 61.992 um
temperature: 77 K
thermal energy: 6.6353 meV
hole density: 1e+15 cm^-3
refractive index: 4
[100] resonant k: 0.17572 1/nm
[100] P/hbar: 1.7349 1/nm
[111] resonant k: 0.15174 1/nm
[111] P/hbar: 1.2569 1/nm
spherical gamma: 5.12
heavy, light mass: 0.3165 0.0423 m0
spherical resonant k: 0.1601 1/nm
heavy, light energy: 3.086 23.086 meV
heavy, light occupation: 1.0309e-03 5.0602e-05
spherical absorption: 2.8631 cm^-1
brute spherical absorption: 2.8629 cm^-1
warped absorption: 2.51 cm^-1
brute warped absorption: 2.5099 cm^-1
NEGLECTED EFFECTS
warping change in absorption: -12.333 %
split-off change in P at [100] k: -3.6845 %
split-off change in splitting: -3.5624 %
rough mobility: 40000 cm^2/Vs
lifetime broadening: 0.091456 meV
photon wave vector / hole k: 0.0025323
band-edge occupation: 0.0016413
rough acceptor energy: 10 meV
ionized fraction if Na=1e15 cm^-3: 0.972
Drude absorption: 0.012621 cm^-1
success
```
